# Variable-Range Hopping with a Power-Law Density of States

In a model of a thick amorphous In-Ga-Zn oxide film, with a constant resistivity prefactor and no Coulomb interaction, the activation energy of the hopping resistivity falls from 22.9 meV at 80 K to 11.0 meV at 30 K. If the film is thinned to 5 nm with its material parameters held fixed, the activation energy at 50 K rises from 16.1 to 36.3 meV. No single barrier behaves in this way. The energy is set by a competition between distance and energy, and its temperature dependence follows from the density of states and the dimension.

## The model and the resistance of one pair

Electrons occupy localized sites placed independently at random in \(d\) dimensions. Energies \(E\) are measured from the Fermi level, and the density of states per unit volume is

\[
g(E)=g_0|E|^n,\qquad n>-1 .\tag{1}
\]

The condition on \(n\) keeps the number of states near \(E=0\) finite. All wave functions decay as \(e^{-r/a}\) with the same localization length \(a\), so a tunnelling rate contains \(e^{-2r/a}\). Each hop absorbs or emits one phonon, the field is low, and occupations of different sites are treated as uncorrelated. Energy differences beyond the phonon spectrum would need several phonons, which this model does not describe.

For \(E_i<E_j\), the equilibrium rate from \(i\) to \(j\) is

\[
\Gamma_{ij}=\gamma\,e^{-2r_{ij}/a}f_i(1-f_j)N(E_j-E_i),\tag{2}
\]

where \(f\) is the Fermi function, \(N(x)=1/(e^{x/kT}-1)\), and \(\gamma\) is a prefactor. The reverse rate has \(f_j(1-f_i)(N+1)\). If the sites have slightly different electrochemical potentials \(\mu_i,\mu_j\), then \(f_i/(1-f_i)=e^{-(E_i-\mu_i)/kT}\) and \(N/(N+1)=e^{-(E_j-E_i)/kT}\). The site energies cancel in the ratio of rates, which becomes \(e^{(\mu_i-\mu_j)/kT}\). To first order the net current is \(e\Gamma_{ij}(\mu_i-\mu_j)/kT\). With \(\mu_i-\mu_j=eV\), the pair is a resistor of conductance \(e^2\Gamma_{ij}/kT\).

Its exponent follows from three estimates. Up to factors between 1/2 and 1, \(f_i\) is \(e^{-\max(E_i,0)/kT}\) and \(1-f_j\) is \(e^{-\max(-E_j,0)/kT}\). For \(E_j-E_i>kT\), \(N\) is \(e^{-(E_j-E_i)/kT}\) up to a factor below 1.6. The energies in the exponent add to

\[
E_{ij}=\max(E_i,0)+\max(-E_j,0)+E_j-E_i .
\]

This is \(E_j\) if both energies are positive, \(|E_i|\) if both are negative, and \(E_j-E_i\) if they have opposite signs. Hence

\[
R_{ij}\sim R_0e^{w_{ij}},\quad
w_{ij}=\frac{2r_{ij}}a+\frac{E_{ij}}{kT},\quad
E_{ij}=\max(|E_i|,|E_j|,|E_i-E_j|).\tag{3}
\]

In a random set of pairs with \(|E_i-E_j|>kT\), the logarithm of the factor omitted from the occupation and phonon terms was at most 0.69 in magnitude. For closer energies \(N\) grows as \(kT/|E_i-E_j|\), which changes \(w\) by a logarithm. Such terms belong to the prefactor, which is not determined here.

## The bottleneck of the network

Consider a finite network of \(N_s\) sites between two contacts. Insert the bonds in order of increasing \(w\), and let \(\xi\) be the value at which the contacts first become connected. Two changes to the network bound its resistance \(R\).

First, remove all bonds except one connecting path. Removing conductors cannot lower the resistance. The path has at most \(N_s+1\) bonds, each with resistance no greater than \(R_0e^\xi\), so \(R\le(N_s+1)R_0e^\xi\).

Second, let \(S\) be the set of nodes joined to the left contact by bonds with \(w<\xi\). It does not contain the right contact, and every bond leaving \(S\) has \(w\ge\xi\). Short all nodes within \(S\), and all nodes outside it. Shorting cannot raise the resistance. At most \((N_s+2)^2/4\) bonds remain in parallel, each with conductance no greater than \(e^{-\xi}/R_0\). Together,

\[
\xi-\ln\frac{(N_s+2)^2}{4}\le \ln\frac R{R_0}\le\xi+\ln(N_s+1).\tag{4}
\]

At fixed \(N_s\) the corrections stay finite while \(\xi\) grows on cooling. Kirchhoff's equations for three-dimensional networks of 500 sites with \(n=0\) gave mean values of \(\ln(R/R_0)\) of 10.6, 36.3 and 67.0, beside mean \(\xi\) of 11.5, 36.4 and 66.9.

For \(d\ge2\) a macroscopic sample has a definite threshold: below it the connected clusters are finite, and above it one cluster crosses the sample. Boxes whose size is a fixed multiple of the largest hop length then have resistances governed by the same \(\xi\), and to leading order \(\ln(\rho/\rho_0)=\xi\).

## Scaling to one number

A bond with \(w\le\xi\) satisfies both limits

\[
|E_i|,|E_j|\le E_{\max}=\xi kT,\qquad
r_{ij}\le r_{\max}=\frac{a\xi}{2},\tag{5}
\]

because neither term of \(w\) is negative and \(E_{ij}\ge|E_i|,|E_j|\). Set \(\varepsilon=E/E_{\max}\) and \(s_{ij}=r_{ij}/r_{\max}\). Division of \(w_{ij}\le\xi\) by \(\xi\) gives

\[
s_{ij}+\max(|\varepsilon_i|,|\varepsilon_j|,|\varepsilon_i-\varepsilon_j|)\le1 .\tag{6}
\]

Temperature, \(a\) and \(g_0\) have left the bond condition. They have also left the distribution of energies, which is \(\tfrac{n+1}{2}|\varepsilon|^n\) on \(-1<\varepsilon<1\). The remaining parameter is the number of sites in a volume \(r_{\max}^d\). The density of usable sites is

\[
\int_{-E_{\max}}^{E_{\max}}g_0|E|^n\,dE
=\frac{2g_0}{n+1}E_{\max}^{n+1},\tag{7}
\]

and connection across the sample begins when this density times \(r_{\max}^d\) reaches a critical number \(\nu_c(n,d)\). With Eq. (5),

\[
\frac{2g_0}{n+1}(\xi kT)^{n+1}\left(\frac{a\xi}{2}\right)^d=\nu_c .
\]

The powers of \(\xi\) combine to \(n+1+d\). Solving for them gives

\[
\xi^{\,n+1+d}=\frac{\beta}{g_0a^d(kT)^{n+1}},\qquad
\beta=(n+1)2^{d-1}\nu_c .\tag{8}
\]

Define \((kT_0)^{n+1}=\beta/(g_0a^d)\). The right side of Eq. (8) is then \((T_0/T)^{n+1}\), and the root gives

\[
\boxed{\ln\frac{\rho}{\rho_0}=\left(\frac{T_0}{T}\right)^s,\qquad
s=\frac{n+1}{n+1+d}}\qquad(d=2,3).\tag{9}
\]

This is the leading law for \(\xi\gg1\), and Eq. (1) must hold out to \(E_{\max}\). The density of states at larger energies does not enter.

Random networks at three temperatures spanning a factor of 100 test the exponent. Their boxes were sized from the thresholds found, not from Eq. (9). For \(d=2\) the fitted exponents were 0.335 for \(n=0\) and 0.502 for \(n=1\), against 1/3 and 1/2. For \(d=3\) and \(n=0,\ 0.5,\ 2\) they were 0.250, 0.340 and 0.497, against 1/4, 1/3 and 1/2.

The same networks give \(\beta\). With 5000 sites it is \(17.2\pm0.6\) for \(d=3,n=0\), \(13.9\pm0.4\) for \(d=2,n=0\), and \(476\pm17\) for \(d=3,n=2\), where the errors are statistical. Networks of 1200 sites gave 18.8, 13.9 and 441. No extrapolation to infinite size was made, so the three-dimensional values are uncertain by roughly 10%. For \(n=0\), \(\xi\propto\beta^{1/4}\), and this is 2 to 3% in \(\xi\).

## Hop length and activation energy

A single-hop estimate shows how \(\xi\) is divided. Within a distance \(r\), the closest available energy \(W\) is found by setting the number of sites, proportional to \(r^dW^{n+1}\), to a constant. Thus \(W=Cr^{-d/(n+1)}\). Minimizing \(2r/a+W/kT\) over \(r\) gives

\[
\frac2a-\frac{d}{n+1}\frac{W}{rkT}=0
\quad\Longrightarrow\quad
\frac{2r}{a}=\frac{d}{n+1}\frac{W}{kT}.
\]

The sum of the two terms is therefore \((W/kT)(n+1+d)/(n+1)\). Calling this sum \(\xi\),

\[
W=s\,\xi kT,\qquad
r=\frac{d}{n+1+d}\,\frac{a\xi}{2}.\tag{10}
\]

The estimate reproduces the exponent but not the percolation value of \(\beta\). Below, Eq. (10) is used with the percolation \(\xi\) to give a typical hop length.

The local activation energy needs no such estimate. Since \(\xi\propto(1/kT)^s\),

\[
E_a=\frac{d\ln\rho}{d(1/kT)}=s\,\xi kT\propto T^{1-s},\tag{11}
\]

with \(\rho_0\) held constant. This \(E_a\) equals \(W\) in Eq. (10). A prefactor proportional to \(T^m\) would add \(-mkT\), which is \(-4.3m\) meV at 50 K; the factor \(1/T\) in the pair conductance alone gives \(m=1\). On cooling, a more distant site of closer energy becomes the better choice, so hops lengthen and \(E_a\) falls.

For constant density of states, \(n=0\) and \(s=1/(d+1)\), which is Mott's law. For \(n=d-1\), \(s=1/2\) in both two and three dimensions, the Efros-Shklovskii exponent. As \(n\to\infty\) at fixed \(d\), \(s\to1\): the states near the Fermi level are so depleted that hopping approaches a fixed activation energy. As \(n\to-1\), \(s\to0\), because states crowd at the Fermi level and little energy is needed.

## Why an infinite chain is different

The single-hop estimate also gives \(s=(n+1)/(n+2)\) for \(d=1\), but an infinite chain does not obey it. Current cannot pass around a bad stretch, and the worst stretches dominate.

Suppose that there are no sites in the region

\[
|x|<\frac a4\left(u-\frac{|E|}{kT}\right).\tag{12}
\]

Take site \(i\) to the left of this region and \(j\) to its right. If both energies are below \(ukT\) in magnitude, their separation obeys

\[
\frac{2r_{ij}}a\ge\frac12\left(u-\frac{|E_i|}{kT}\right)+\frac12\left(u-\frac{|E_j|}{kT}\right)
=u-\frac{|E_i|+|E_j|}{2kT}.
\]

The larger of two numbers is at least their mean, so \(E_{ij}\ge(|E_i|+|E_j|)/2\), and addition gives \(w_{ij}\ge u\). If either energy exceeds \(ukT\), \(E_{ij}\) alone ensures this. The region is a break of strength at least \(u\).

Its expected number of sites, with \(\varepsilon=E/kT\), is

\[
M(u)=g_0a(kT)^{n+1}\int_0^u\varepsilon^n(u-\varepsilon)\,d\varepsilon
=\frac{g_0a(kT)^{n+1}u^{n+2}}{(n+1)(n+2)}.\tag{13}
\]

The two signs of \(E\) gave a factor 2, which cancelled the 1/2 in the width \((a/2)(u-\varepsilon)\). The region is empty with probability \(e^{-M}\). Breaks add in series, so those of strength \(u\) contribute \(e^{u-M(u)}\) to the resistance per length, up to powers of \(u\) and \(T\). The exponent is largest where \(1=(n+2)M/u\). There it equals \(u(n+1)/(n+2)\), and Eq. (13) gives

\[
\ln\frac{\rho}{\rho_0}\gtrsim
\frac{n+1}{n+2}\,\frac1{kT}\left(\frac{n+1}{g_0a}\right)^{1/(n+1)} .\tag{14}
\]

The resistivity grows at least as fast as a simply activated one for every \(n>-1\).

A finite chain of length \(\ell\) may be too short to contain these optimal breaks. Its strongest typical break satisfies \((\ell/a)e^{-M(u)}\sim1\), up to logarithmic corrections. Then \(M(u)\sim\ln(\ell/a)\) and \(u\propto[\ln(\ell/a)]^{1/(n+2)}T^{-(n+1)/(n+2)}\). The exponent of the single-hop estimate returns, but \(T_0\) now depends on length.

## Where a power of the energy comes from

Coulomb repulsion depletes the density of states at the Fermi level. Write the attraction between an added electron and the hole it leaves as \(q/r\), with \(q=e^2/(4\pi\epsilon_0\kappa)\) and \(\kappa\) the relative permittivity. In a ground state, moving an electron from an occupied site \(i\) to an empty site \(j\) must cost energy:

\[
E_j-E_i-\frac q{r_{ij}}\ge0.\tag{15}
\]

A site of energy \(E>0\) therefore excludes occupied sites of energy \(-E'\) within the radius \(q/(E+E')\). A mean-field estimate suppresses \(g\) by the exponential of half the expected number of violating partners, half because removing either member of a pair suffices:

\[
g(E)=g_0\exp\left[-\frac12\int_0^\infty g(E')\frac{4\pi}{3}\frac{q^3}{(E+E')^3}\,dE'\right].\tag{16}
\]

Insert \(g=cE^2\) at low energy. The integral \(\int E'^2(E+E')^{-3}dE'\) up to a fixed cutoff grows as \(-\ln E\), so \(d\ln g/d\ln E=(2\pi/3)cq^3\). This must equal 2, hence \(c=3/(\pi q^3)\). In three dimensions the gap thus has \(n=2\) and leads to \(s=1/2\). Equating \(cE^2\) to the constant \(g_0\) outside the gap gives its half-width \(\Delta=(\pi g_0q^3/3)^{1/2}\).

## An amorphous oxide film

The example takes illustrative values for amorphous In-Ga-Zn oxide, not fitted to a particular film: \(g_0=10^{19}\ \mathrm{cm^{-3}\,eV^{-1}}=0.01\ \mathrm{nm^{-3}\,eV^{-1}}\), \(a=2\) nm, \(\kappa=10\), and a Fermi level 0.15 eV below the mobility edge. For a 200 nm film with \(n=0\),

\[
kT_0=\frac{17.2}{0.01\times2^3}\ \mathrm{eV}=215\ \mathrm{eV},
\qquad T_0\approx2.5\times10^6\ \mathrm K .
\]

This large \(T_0\) is not a barrier height; it measures the scarcity of states within a localization volume. At 50 K, \(\xi=(2.49\times10^6/50)^{1/4}=14.9\). Equations (5), (10) and (11) give \(r_{\max}=14.9\) nm, \(E_{\max}=64.4\) meV, a typical hop of 11.2 nm, and \(E_a=64.4/4=16.1\) meV. The longest hop is much shorter than the thickness. The mesh of the critical network, roughly the hop length times \(\xi^{0.88}\), is about 120 nm and so not much shorter, but the finite thickness raises \(\xi\) by only about 0.2, or 1%, and the film is treated as three-dimensional. Between 80 and 30 K, \(\xi\) rises from 13.28 to 16.97, and the resistivity rises by \(e^{3.69}\approx40\) at fixed prefactor. A prefactor proportional to \(T^m\) would change \(\ln\rho\) by \(m\ln(80/30)=0.98m\) over this range, so it can disturb an exponent fitted to such data.

In the 5 nm film the hops exceed the thickness. The density per area is \(0.01\times5=0.05\ \mathrm{nm^{-2}\,eV^{-1}}\), and \(kT_0=13.9/(0.05\times2^2)\approx70\) eV, or \(T_0\approx8\times10^5\) K. Although \(T_0\) is smaller, the exponent is now 1/3, and \(\xi=25.3\) at 50 K. A site has fewer partners within a given distance, so it must accept larger energies: \(E_a=108.8/3=36.3\) meV. Energy differences up to \(E_{\max}=108.8\) meV are allowed here, and the largest may exceed the phonon spectrum, where the one-phonon rate no longer applies. Simulating the slab with its full thickness gives \(\xi=25.5\), which supports the two-dimensional value of \(\xi\) at this temperature; \(E_a\) is taken from the two-dimensional law.

The Coulomb gap has \(\Delta=5.6\) meV, well below \(E_{\max}\) at 50 K. Imposing a sharp zero-temperature gap, \(g=\min(cE^2,g_0)\), on the thick-film simulation raises \(\xi\) from 15.3 to 16.1, about 5%. This shift depends on sample size, contacts and gap shape. Larger samples give about 8%, and the full solution of Eq. (16), which approaches \(g_0\) more slowly, gives about 11%, so the resistivity rises by a factor of roughly 2 to 5. At 50 K, \(kT=4.3\) meV is close to \(\Delta\), and the real gap would be partly filled. The attraction \(q/r\), omitted from Eq. (3), acts the other way by easing hops from occupied to empty sites. Over a typical hop of 11.2 nm it is 12.9 meV, comparable with \(E_a\). Coulomb effects are therefore not negligible here, and the film values above describe the model without them. The pure \(n=2\) law would have \(T_0\approx6600\) K if the attraction \(q/r\) is left out of \(E_{ij}\) and correlations between sites are ignored. Its \(\xi\) equals that of the \(n=0\) law near 18 K, but this does not mark the onset of \(s=1/2\). That law also needs \(E_{\max}=k\sqrt{TT_0}<\Delta\), which requires \(T\) below about 0.6 K. Inside the gap \(q/r\) scales like the other terms and cannot be dropped: subtracting it for pairs of opposite sign roughly halves \(T_0\), to about 3100 K for uncorrelated sites, which moves these two temperatures to about 4 K and 1.3 K. At higher temperatures the states used extend beyond the gap, and the \(n=0\) law is approached only when \(E_{\max}\gg\Delta\).

A density of states rising as \(e^{E/E_t}\) with \(E_t=0.10\) eV changes the simulated \(\xi\) by about 1% or less in both films. There is no shift of first order in the slope: replacing \(E\) by \(-E\) at every site leaves Eq. (3) unchanged but reverses the slope. The shift grows quickly once \(E_t\) falls below \(E_{\max}\): a steeper tail with \(E_t=0.03\) eV lowers \(\xi\) at 50 K by about 4% in the thick film and 15% in the thin one, and the \(n=0\) law then no longer describes the thin film.

The law does not extend to room temperature. For the thick film at 300 K it would require \(E_{\max}=247\) meV, beyond the mobility edge. With equal prefactors, band conduction overtakes hopping in that film at 155 K; a larger band prefactor would lower that temperature. At 50 K the band exponent is 34.8, against 14.9 for hopping in the thick film, so hopping dominates there unless the prefactors differ enormously. The low-field assumption also limits the thick-film result: at 50 K, \(eF\) times the hop length reaches \(kT\) at 0.0038 MV/cm, or about 4 V across a 10 µm channel. The density of states is also uncertain and depends on processing. At fixed \(a\), a tenfold decrease multiplies the thick film's \(\xi\) by \(10^{1/4}\approx1.8\). The growth of \(a\) towards the mobility edge is not included and has not been sized. The numerical output following this section lists the values used.

## Numbers as computed

```
pair rate: max |ln rate + E_ij/kT| = 0.69
fitted exponent of xi against 1/T, and rule:
 d=2 n=0: 0.335, rule 0.333
 d=2 n=1: 0.502, rule 0.500
 d=3 n=0: 0.250, rule 0.250
 d=3 n=0.5: 0.340, rule 0.333
 d=3 n=2: 0.497, rule 0.500
beta from 1200 and 5000 sites (statistical error):
 d=3 n=0: 18.8, 17.2 (0.6)
 d=2 n=0: 13.9, 13.9 (0.4)
 d=3 n=2: 440.9, 476.2 (16.5)
Kirchhoff network, 500 sites, d=3 n=0: mean xi, mean ln R
 kT=1e-03/(g0 a^3): 11.5, 10.6
 kT=1e-05/(g0 a^3): 36.4, 36.3
 kT=1e-06/(g0 a^3): 66.9, 67.0
1D chain n=0: break exponent ~ (1/T)^1.000
1D chain n=1: break exponent ~ (1/T)^1.000
1D chain n=2: break exponent ~ (1/T)^1.000
film: g0=1e+19 /cm3/eV, a=2.0 nm, kappa=10
 edge 0.15 eV, tail slope 0.10 eV
 thickness: thick 200 nm, thin 5 nm
T0 thick film = 2.49e+06 K
T0 thin film = 8.05e+05 K
thick 30 K: xi=16.97, r_max=17.0 nm, E_max=43.9 meV
  hop 12.7 nm, activation 11.0 meV
thick 50 K: xi=14.94, r_max=14.9 nm, E_max=64.4 meV
  hop 11.2 nm, activation 16.1 meV
thick 80 K: xi=13.28, r_max=13.3 nm, E_max=91.6 meV
  hop 10.0 nm, activation 22.9 meV
rho(30 K)/rho(80 K) = 4.01e+01
thin 50 K: xi=25.25, r_max=25.3 nm, E_max=108.8 meV
  activation 36.3 meV
direct simulation at 50 K, xi:
 thick: flat 15.29, Coulomb gap 16.13, sloped 15.24
 thin (5 nm slab): flat 25.48, sloped 25.30
Coulomb gap half-width = 5.6 meV
T0 inside gap (n=2, uncorrelated) = 6625 K
n=0 and n=2 exponents equal at 17.6 K
band exponent at 50 K = 34.8
band and hopping exponents equal at 155 K
field with e*F*hop = kT at 50 K: 0.0038 MV/cm
E_max at 300 K = 247 meV
```
